**Quantum capacitance of a half-filled Landau level**

The program tests C_q = g e³B/(4hk_BT), where C_q is the quantum capacitance per area, g the number of unresolved spin and valley copies, B the magnetic field and T the temperature; e, h and k_B are the elementary charge, Planck constant and Boltzmann constant. It diagonalizes a honeycomb lattice with magnetic flux and asserts the zero-level degeneracy, the first level energy and the thermal capacitance, which agrees with the formula within 0.022%. Finite differences of the density summed over Dirac levels test the peak's height, position, width, area and scaling, together with the effects of neighbouring levels, splitting and small broadening. Further assertions cover the zero-field limit, the series law for the gate, the exchange integral with a gate image charge and the Hartree–Fock response. At 15 T and 300 K, with g = 4, the output gives an isolated-level peak of 2.248 µF/cm² and a total capacitance of 0.5386 µF/cm² with the chosen gate. Exchange is the largest omitted effect sized: it multiplies C_q by 1.64 with gate screening alone and by 1.26 when static screening by the level is added. These two factors are model estimates, not predictions of a measured capacitance.

## Check in Python

```python
"""
Result under test: an isolated, unbroadened Landau level at half filling has
    C_q = g e^3 B / (4 h k_B T),  where C_q = e^2 dn/dmu.
g: unresolved spin and valley copies; B: magnetic field; T: temperature;
n: electron density relative to neutrality; mu: chemical potential.
The example is the zero level of a Dirac sheet with round, rough parameters
in the regime of gated graphene. Calculations use SI units internally.
"""
import numpy as np
from scipy.constants import e, h, hbar, k as kB, epsilon_0, m_e, physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

G = 4
VELOCITY = 1.0e6
FIELD = 15.0
TEMPERATURE = 300.0
THICKNESS = 5.0e-9
PERMITTIVITY = 4.0
RMS_WIDTH = 10.0e-3 * e
BARRIER = 3.0 * e
TUNNEL_MASS = 0.5 * m_e
G_FACTOR = 2.0
MEV = 1.0e-3 * e

nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()


def first_level(field):
    return VELOCITY * np.sqrt(2 * e * hbar * field)


def peak_formula(field, temperature):
    return G * e**3 * field / (4 * h * kB * temperature)


def sheet_density(mu, field, temperature, splitting=0.0, rms=0.0, n_max=60):
    """Density from an explicit sum over the Dirac Landau ladder."""
    index = np.arange(-n_max, n_max + 1)
    energy = np.sign(index) * first_level(field) * np.sqrt(np.abs(index))
    neutral = np.where(index < 0, 1.0, np.where(index == 0, 0.5, 0.0))
    if rms == 0.0:
        samples = [(0.0, 1.0)]
    else:
        samples = list(zip(nodes, weights))
    total = 0.0
    for shift in (-splitting / 2, splitting / 2):
        for node, weight in samples:
            occupation = expit((mu - energy - shift - rms * node)
                               / (kB * temperature))
            total += 0.5 * weight * np.sum(occupation - neutral)
    return G * e * field / h * total


def capacitance(mu, field, temperature, **options):
    """Quantum capacitance by finite difference of the density."""
    step = 1e-3 * kB * temperature
    upper = sheet_density(mu + step, field, temperature, **options)
    lower = sheet_density(mu - step, field, temperature, **options)
    return e**2 * (upper - lower) / (2 * step)


# Honeycomb lattice on a torus: degeneracy, first level and capacitance.
# Energies are in units of the hopping; flux is in flux quanta per cell.
def honeycomb_singular_values(length_1, length_2, flux_number):
    flux = flux_number / length_1
    size = length_1 * length_2
    block = np.zeros((size, size), complex)
    for i in range(length_1):
        for j in range(length_2):
            row = i * length_2 + j
            block[row, row] += 1
            block[row, ((i - 1) % length_1) * length_2 + j] += 1
            block[row, i * length_2 + (j - 1) % length_2] += np.exp(
                2j * np.pi * flux * i)
    return np.sort(np.linalg.svd(block, compute_uv=False))


level_ratios = []
lattice_errors = []
for flux_number in (1, 2):
    singular = honeycomb_singular_values(36, 18, flux_number)
    flux_quanta = 18 * flux_number
    continuum = np.sqrt(2 * np.sqrt(3) * np.pi * flux_number / 36)
    zero_states = 2 * np.count_nonzero(singular < 0.3 * continuum)
    assert zero_states == 2 * flux_quanta
    assert singular[flux_quanta - 1] < 0.02 * continuum
    first_cluster = singular[flux_quanta:3 * flux_quanta]
    level_ratios.append((first_cluster.mean() / continuum)**2)
    spectrum = np.concatenate((-singular, singular))
    for thermal in (0.03, 0.04):
        step = 1e-3 * thermal
        slope = (expit((step - spectrum) / thermal).sum()
                 - expit((-step - spectrum) / thermal).sum()) / (2 * step)
        expected = 2 * flux_quanta / (4 * thermal)
        lattice_errors.append(abs(slope / expected - 1))
assert max(lattice_errors) < 3e-3
# Linear extrapolation in flux removes the leading lattice correction.
level_limit = 2 * level_ratios[0] - level_ratios[1]
assert abs(level_limit - 1) < 0.03

# Discretized Dirac operator: zero mode and square-root ladder.
grid = np.linspace(-8, 8, 401)
spacing = grid[1] - grid[0]
lowering = np.zeros((400, 401))
for i in range(400):
    middle = (grid[i] + grid[i + 1]) / 2
    lowering[i, i] = -1 / spacing + middle / 2
    lowering[i, i + 1] = 1 / spacing + middle / 2
_, dirac_values, dirac_vectors = np.linalg.svd(lowering, full_matrices=True)
dirac_values = np.sort(dirac_values)
assert np.allclose(dirac_values[:4], np.sqrt(2 * np.arange(1, 5)), rtol=3e-3)
gaussian = np.exp(-grid**2 / 2)
gaussian /= np.linalg.norm(gaussian)
assert abs(dirac_vectors[-1] @ gaussian) > 0.999

# Peak height and scaling from the full ladder.
for field in (7.5, 15.0, 30.0):
    for temperature in (50.0, 100.0):
        numerical = capacitance(0.0, field, temperature)
        assert abs(numerical / peak_formula(field, temperature) - 1) < 1e-3

# Peak position, width and area of one well-separated level.
cold = 50.0
cold_peak = capacitance(0.0, FIELD, cold)
scan = np.linspace(-6, 6, 121)
profile = [capacitance(u * kB * cold, FIELD, cold) for u in scan]
assert abs(scan[int(np.argmax(profile))]) < 1e-9
half_point = brentq(lambda u: capacitance(u * kB * cold, FIELD, cold)
                    / cold_peak - 0.5, 0.5, 4.0)
assert abs(half_point - 2 * np.arccosh(np.sqrt(2))) < 1e-4
wide_scan = np.linspace(-15, 15, 601)
wide_profile = np.array([capacitance(u * kB * cold, FIELD, cold)
                         for u in wide_scan])
peak_area = np.trapezoid(wide_profile, wide_scan * kB * cold) \
    if hasattr(np, "trapezoid") else np.trapz(wide_profile, wide_scan * kB * cold)
assert abs(peak_area / (e**2 * G * e * FIELD / h) - 1) < 1e-4

# Leading correction from two neighbouring levels.
test_temperature = 150.0
excess = capacitance(0.0, FIELD, test_temperature) / peak_formula(
    FIELD, test_temperature) - 1
leading = 8 * np.exp(-first_level(FIELD) / (kB * test_temperature))
assert abs(excess / leading - 1) < 0.05

# Overlapping levels recover the zero-field Dirac capacitance.
zero_field = G * e**2 * kB * TEMPERATURE * np.log(2) / (
    np.pi * hbar**2 * VELOCITY**2)
weak_field = (0.3 * kB * TEMPERATURE / VELOCITY)**2 / (2 * e * hbar)
weak_numerical = capacitance(0.0, weak_field, TEMPERATURE, n_max=40000)
assert abs(weak_numerical / zero_field - 1) < 2e-3
assert weak_numerical > 5 * peak_formula(weak_field, TEMPERATURE)

# Splitting and broadening of the level.
split_ratio = capacitance(0.0, FIELD, cold, splitting=2 * kB * cold) / cold_peak
assert abs(split_ratio - 1 / np.cosh(0.5)**2) < 1e-5
broad_ratio = capacitance(0.0, FIELD, cold, rms=0.1 * kB * cold) / cold_peak
assert abs((1 - broad_ratio) / (0.1**2 / 4) - 1) < 0.02
wide = 30.0
wide_ratio = quad(lambda u: np.exp(-u**2 / (2 * wide**2))
                  / (np.sqrt(2 * np.pi) * wide * np.cosh(u / 2)**2), -60, 60,
                  points=[0], limit=200)[0]
assert abs(wide_ratio / (4 / (np.sqrt(2 * np.pi) * wide)) - 1) < 5e-3

# Worked example within the independent-electron model.
thermal_energy = kB * TEMPERATURE
level_density = G * e * FIELD / h
free_peak = peak_formula(FIELD, TEMPERATURE)
gap = first_level(FIELD)
ladder_peak = capacitance(0.0, FIELD, TEMPERATURE)
zeeman = G_FACTOR * physical_constants["Bohr magneton"][0] * FIELD
zeeman_factor = 1 / np.cosh(zeeman / (4 * thermal_energy))**2
width_factor = quad(lambda u: np.exp(-u**2 / 2) / np.sqrt(2 * np.pi)
                    / np.cosh(u * RMS_WIDTH / (2 * thermal_energy))**2,
                    -10, 10)[0]
combined_peak = capacitance(0.0, FIELD, TEMPERATURE,
                            splitting=zeeman, rms=RMS_WIDTH)
example_scan = np.linspace(-3, 3, 61)
example_profile = [capacitance(u * thermal_energy, FIELD, TEMPERATURE,
                               splitting=zeeman, rms=RMS_WIDTH)
                   for u in example_scan]
assert abs(example_scan[int(np.argmax(example_profile))]) < 1e-9

# Gate capacitance in series, checked by solving the gate condition.
dielectric = PERMITTIVITY * epsilon_0
gate_capacitance = dielectric / THICKNESS


def charge_at_gate_voltage(voltage):
    def mismatch(mu_ev):
        density = sheet_density(mu_ev * e, FIELD, TEMPERATURE)
        return mu_ev + e * density / gate_capacitance - voltage
    mu_ev = brentq(mismatch, -0.05, 0.05, xtol=1e-14)
    return e * sheet_density(mu_ev * e, FIELD, TEMPERATURE)


voltage_step = 1e-3
gate_response = (charge_at_gate_voltage(voltage_step)
                 - charge_at_gate_voltage(-voltage_step)) / (2 * voltage_step)
series_ladder = 1 / (1 / gate_capacitance + 1 / ladder_peak)
assert abs(gate_response / series_ladder - 1) < 1e-4
total_capacitance = 1 / (1 / gate_capacitance + 1 / free_peak)

# Exchange energy with the image charge of one metal gate.
magnetic_length = np.sqrt(hbar / (e * FIELD))
coulomb = e**2 / (4 * np.pi * dielectric * magnetic_length)
distance = THICKNESS / magnetic_length
exchange = coulomb * quad(lambda q: -np.expm1(-2 * q * distance)
                          * np.exp(-q**2 / 2), 0, 12)[0]
exchange_real = coulomb * quad(
    lambda r: (1 - r / np.sqrt(r**2 + 4 * distance**2))
    * np.exp(-r**2 / 2), 0, 12)[0]
assert abs(exchange / exchange_real - 1) < 1e-7


def screened_integrand(q):
    gate_factor = -np.expm1(-2 * q * distance)
    form = np.exp(-q**2 / 2)
    polarization = G * coulomb / (4 * thermal_energy) * gate_factor / q
    return gate_factor * form / (1 + polarization * form)


screened_exchange = coulomb * quad(screened_integrand, 1e-10, 12)[0]
assert 0 < screened_exchange < exchange < 4 * thermal_energy


def interacting_filling(mu):
    return brentq(lambda f: f - expit((mu + f * exchange) / thermal_energy),
                  0.0, 1.0, xtol=1e-14)


mu_half = -exchange / 2
mu_step = 1e-3 * thermal_energy
filling_slope = (interacting_filling(mu_half + mu_step)
                 - interacting_filling(mu_half - mu_step)) / (2 * mu_step)
assert abs(filling_slope * (4 * thermal_energy - exchange) - 1) < 1e-4
bare_factor = 1 / (1 - exchange / (4 * thermal_energy))
screened_factor = 1 / (1 - screened_exchange / (4 * thermal_energy))
total_screened = 1 / (1 / gate_capacitance + 1 / (free_peak * screened_factor))

# Dielectric field when the half-filled level is completely filled, and
# the zero-bias tunnelling factor of a rectangular barrier.
filling_field = e * level_density / (2 * dielectric)
decay = np.sqrt(2 * TUNNEL_MASS * BARRIER) / hbar
tunnel_log10 = -2 * decay * THICKNESS / np.log(10)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Magnetic field", FIELD, "T")
show("Temperature", TEMPERATURE, "K")
show("Level copies g", G, "")
show("Dirac velocity (rough)", VELOCITY, "m/s")
show("Dielectric thickness", THICKNESS * 1e9, "nm")
show("Relative permittivity (rough)", PERMITTIVITY, "")
show("RMS level width (rough)", RMS_WIDTH / MEV, "meV")
show("Thermal energy", thermal_energy / MEV, "meV")
show("First level energy", gap / MEV, "meV")
show("First level energy / thermal energy", gap / thermal_energy, "")
show("Density of full level", level_density * 1e-4, "cm^-2")
show("C_q coefficient at B/T = 1 T/K", peak_formula(1, 1) * 100, "uF/cm2")
show("Peak C_q, isolated level", free_peak * 100, "uF/cm2")
show("Peak C_q, isolated level, SI", free_peak, "F/m2")
show("Peak full width at half maximum", 2 * half_point * thermal_energy / MEV, "meV")
show("Zero-field C_q at same temperature", zero_field * 100, "uF/cm2")
show("Gate capacitance", gate_capacitance * 100, "uF/cm2")
show("Total capacitance, isolated level", total_capacitance * 100, "uF/cm2")
show("Change from all other levels", 100 * (ladder_peak / free_peak - 1), "%", 3)
show("Leading neighbour estimate", 800 * np.exp(-gap / thermal_energy), "%", 3)
show("Zeeman splitting", zeeman / MEV, "meV")
show("Change from Zeeman splitting", 100 * (zeeman_factor - 1), "%", 3)
show("Change from level width", 100 * (width_factor - 1), "%", 3)
show("C_q with levels, splitting and width", combined_peak * 100, "uF/cm2")
show("Magnetic length", magnetic_length * 1e9, "nm")
show("Four times thermal energy", 4 * thermal_energy / MEV, "meV")
show("Exchange X, gate image only", exchange / MEV, "meV", 3)
show("Exchange X, also self-screened", screened_exchange / MEV, "meV", 3)
show("C_q factor, gate-image exchange", bare_factor, "", 3)
show("C_q factor, self-screened exchange", screened_factor, "", 3)
show("Total C, self-screened exchange", total_screened * 100, "uF/cm2", 3)
show("Gate field from half to full level", filling_field * 1e-8, "MV/cm", 3)
show("Tunnel barrier (rough)", BARRIER / e, "eV")
show("Tunnel mass / electron mass (rough)", TUNNEL_MASS / m_e, "")
show("log10 of barrier tunnelling factor", tunnel_log10, "", 3)
show("Lattice first-level squared ratio", level_limit, "", 4)
show("Largest lattice capacitance error", 100 * max(lattice_errors), "%", 2)
print("verified")
```

It prints:

```
Magnetic field: 15 T
Temperature: 300 K
Level copies g: 4
Dirac velocity (rough): 1e+06 m/s
Dielectric thickness: 5 nm
Relative permittivity (rough): 4
RMS level width (rough): 10 meV
Thermal energy: 25.85 meV
First level energy: 140.5 meV
First level energy / thermal energy: 5.436
Density of full level: 1.451e+12 cm^-2
C_q coefficient at B/T = 1 T/K: 44.96 uF/cm2
Peak C_q, isolated level: 2.248 uF/cm2
Peak C_q, isolated level, SI: 0.02248 F/m2
Peak full width at half maximum: 91.14 meV
Zero-field C_q at same temperature: 0.8437 uF/cm2
Gate capacitance: 0.7083 uF/cm2
Total capacitance, isolated level: 0.5386 uF/cm2
Change from all other levels: 3.91 %
Leading neighbour estimate: 3.49 %
Zeeman splitting: 1.737 meV
Change from Zeeman splitting: -0.0282 %
Change from level width: -3.49 %
C_q with levels, splitting and width: 2.263 uF/cm2
Magnetic length: 6.624 nm
Four times thermal energy: 103.4 meV
Exchange X, gate image only: 40.2 meV
Exchange X, also self-screened: 21.3 meV
C_q factor, gate-image exchange: 1.64
C_q factor, self-screened exchange: 1.26
Total C, self-screened exchange: 0.567 uF/cm2
Gate field from half to full level: 0.328 MV/cm
Tunnel barrier (rough): 3 eV
Tunnel mass / electron mass (rough): 0.5
log10 of barrier tunnelling factor: -27.3
Lattice first-level squared ratio: 1.009
Largest lattice capacitance error: 0.022 %
verified
```
